\section*{Atom-probe reconstruction by point projection, and its lattice-spacing bias}

\section{A correct spacing in a distorted crystal}

Take an aluminium specimen viewed along $[001]$, whose $(002)$ planes are $0.2025$ nm apart, and reconstruct it with an image compression factor that is 10\% too large. In the model developed below the planes appear $0.173$ nm apart. Raising the field factor by 8.4\% brings the spacing back to $0.202$ nm, and the reconstruction now seems calibrated. It is not: lateral spacings are 1.4\% too large, and flat planes have become shallow domes, deeper away from the axis. Two wrong parameters have produced one right number.

A sound scheme therefore needs a depth rule consistent with the shape of the emitter, a law for the effect of each parameter error, and a second measured quantity that separates the errors.

\section{From detector to emitter}

The emitter is modelled as a spherical cap of radius $R$ whose axis passes through the detector centre. Its apex lies at depth $s$, measured from the initial apex and positive into the specimen. Atoms leave when the cap reaches them, at an evaporation field $F$ taken as uniform over the cap. With applied voltage $V$,
\begin{equation}
 R=\frac{V}{kF},
\end{equation}
which defines the field factor $k$. Only the product $kF$ enters, so the reconstruction cannot separate an error in $k$ from one in $F$.

An atom at angle $\theta$ from the axis, seen from the sphere's centre, is at lateral distance $r=R\sin\theta$. The ion is assumed to fly as if from a point $(\xi-1)R$ behind that centre, where $\xi$ is the image compression factor. Its observed angle $\eta$ obeys
\begin{equation}
 \tan\eta=\frac{\sin\theta}{\cos\theta+\xi-1}.
\end{equation}
Cross-multiplication gives $\sin\theta\cos\eta-\cos\theta\sin\eta=(\xi-1)\sin\eta$. The left side is $\sin(\theta-\eta)$, so on the branch that contains the axis
\begin{equation}
 \theta=\eta+\arcsin[(\xi-1)\sin\eta]. \label{launch}
\end{equation}
For a hit at distance $X_D$ from the detector centre and flight length $L$, $\tan\eta=X_D/L$. This ignores the size of the tip, a relative error of order $\xi R/L\approx7\times10^{-7}$ here. The azimuth is unchanged. Near the axis $\theta\simeq\xi\eta$, hence
\begin{equation}
 r\simeq \xi R X_D/L. \label{lateral}
\end{equation}

\section{Why a rigidly moving cap gives the wrong depth}

Depth is not measured; it follows from counting atoms. Let $\Omega$ be the atomic volume, $p$ the detection efficiency and $\theta_m$ the launch angle at the detector edge. If the cap moved rigidly, each detected ion would advance the apex by $\Omega/(p\pi R^2\sin^2\theta_m)$, the volume it represents divided by the projected area. But the voltage rises because the tip blunts, and a growing cap sweeps a different volume.

The centre of the sphere is at depth $s+R$ and moves down by $ds+dR$. At angle $\theta$ this carries the surface inward, along its normal, by $(ds+dR)\cos\theta$. Growth of the radius pushes it outward by $dR$. With area element $2\pi R^2\sin\theta\,d\theta$, the swept volume is
\begin{align}
 dv&=2\pi R^2\int_0^{\theta_m}\left[(ds+dR)\cos\theta-dR\right]\sin\theta\,d\theta\nonumber\\
 &=\pi R^2\left[(ds+dR)\sin^2\theta_m-2(1-\cos\theta_m)dR\right]\nonumber\\
 &=\pi R^2\left[\sin^2\theta_m\,ds-(1-\cos\theta_m)^2dR\right]. \label{volume}
\end{align}
The last line uses $\sin^2\theta_m=(1-\cos\theta_m)(1+\cos\theta_m)$. Setting $dv=\Omega\,dN/p$ for $dN$ detected ions, and using $(1-\cos\theta_m)^2/\sin^2\theta_m=\tan^2(\theta_m/2)\equiv T$, gives
\begin{equation}
 ds=\frac{\Omega\,dN}{p\pi R^2\sin^2\theta_m}+T\,dR. \label{step}
\end{equation}
The scheme sums these steps in order of arrival and places each atom at
\begin{equation}
 r=R\sin\theta,\qquad z=s+R(1-\cos\theta).
\end{equation}

For a cap tangent to a cone of half-angle $\alpha$, the centre is $R/\sin\alpha$ from the cone's vertex, and the apex is $R/\sin\alpha-R$ from it. The growth rate is therefore
\begin{equation}
 \gamma=\frac{dR}{ds}=\frac{\sin\alpha}{1-\sin\alpha}.
\end{equation}
Without the last term of (\ref{step}), depths shrink by the factor $1-\gamma T$. A cylindrical shank, or a very small field of view, removes the difference.

\section{What wrong parameters do}

Mark trial quantities by primes, and let
\begin{equation}
 \lambda=\frac{\xi'}{\xi},\qquad \rho=\frac{R'}{R}=\frac{kF}{k'F'}.
\end{equation}
The hits and voltages stay the same; $\Omega$, $p$ and $L$ are held at their true values. By (\ref{lateral}), near-axis lateral distances scale by
\begin{equation}
 q=\lambda\rho.
\end{equation}
For the depth, (\ref{volume}) supplies the true count, $\Omega\,dN/p=\pi R^2\sin^2\theta_m(1-\gamma T)ds$. Insert this in the trial version of (\ref{step}), with $R'=\rho R$ and $dR'=\rho\gamma\,ds$. The ratio $h=ds'/ds$ is
\begin{equation}
 h=\frac{\sin^2\theta_m}{\sin^2\theta_m'}\,\frac{1-\gamma T}{\rho^2}+\gamma\rho T'. \label{h}
\end{equation}
For constant $\gamma$ it does not change with depth, so $h$ is also the factor on the spacing of planes normal to the axis. For a small field of view $\sin\theta_m/\sin\theta_m'\to1/\lambda$ and $T,T'\to0$, so
\begin{equation}
 h\to\frac{1}{\lambda^2\rho^2}=\frac1{q^2}.
\end{equation}
Stretching the crystal sideways then compresses it in depth, because the number of atoms and their volume are fixed.

Planes also bend. Near the axis, an atom of the plane $z=z_0$ at distance $r$ leaves when $s=z_0-r^2/2R$. The reconstruction puts it at $r'=qr$ and
\begin{align}
 z'&=hs+\frac{r'^2}{2R'}
 =hz_0-\frac{h r'^2}{2Rq^2}+\frac{r'^2}{2\rho R}
 =hz_0+\frac{\kappa'r'^2}{2},\nonumber\\
 \kappa'&=\frac1R\left(\frac1\rho-\frac h{q^2}\right). \label{kappa}
\end{align}
The small change of $R$ while one plane evaporates is neglected. Positive $\kappa'$ means that the plane lies deeper away from the axis.

For small errors $\lambda=1+a$ and $k'F'=(1+b)kF$, so $\rho\simeq1-b$. To first order and for a small field of view, the lateral bias is $a-b$, the depth bias is $2(b-a)$, and $R\kappa'=4a-3b$. Both spacings depend on the same difference $a-b$. Curvature contains another combination, and this makes separate calibration possible.

The same holds for errors that are not small. At small angles the spacings are right along $\lambda\rho=1$, while planes are flat along $\lambda^4\rho^3=1$. Where both hold, $\lambda^4\rho^3=\lambda(\lambda\rho)^3=\lambda$, so $\lambda=1$ and then $\rho=1$. Along the line of correct spacing the curvature is $(\lambda-1)/R$.

\section{Calibration from spacing and flatness}

Suppose the true spacing of one set of planes normal to the axis is known. A trial reconstruction then yields $h$ and $\kappa'$. Multiplying (\ref{kappa}) by $R'=\rho R$ gives
\begin{equation}
 \kappa'R'=1-\frac{h\rho}{\lambda^2\rho^2}
 \quad\Longrightarrow\quad
 \lambda^2\rho=\frac{h}{1-\kappa'R'}\equiv B. \label{B}
\end{equation}
The second condition is (\ref{h}). Its true growth rate is unknown, but the trial rate $\gamma'=dR'/ds'=\rho\gamma/h$ can be read from the reconstruction. Replacing $\gamma$ by $h\gamma'/\rho$ gives
\begin{equation}
 h(1-\gamma'T')=\frac{\sin^2\theta_m}{\sin^2\theta_m'}\,
 \frac{1-h\gamma'T/\rho}{\rho^2},\qquad \rho=\frac B{\lambda^2}, \label{solve}
\end{equation}
where $\theta_m$ and $T$ are evaluated at $\xi=\xi'/\lambda$. This is one equation for $\lambda$, solved by bracketing its root. The corrected parameters are $\xi'/\lambda$ and $\rho k'F'$.

At small angles $\lambda\rho=h^{-1/2}$. Dividing $B$ by this gives $\lambda$, and dividing its square by $B$ gives $\rho$:
\begin{equation}
 \lambda=\frac{h^{3/2}}{1-\kappa'R'},\qquad
 \rho=\frac{1-\kappa'R'}{h^2}. \label{small}
\end{equation}

A wrong detection efficiency can mislead this calibration. Let the trial efficiency be $\nu p$, with all else correct and angles small. Then $h=1/\nu$, $q=1$ and, by (\ref{kappa}), $\kappa'R'=1-1/\nu$. Equation (\ref{small}) returns $\lambda=\nu^{-1/2}$ and $\rho=\nu$. The ``corrected'' radius is $R/\nu$ and the compression factor $\xi\sqrt\nu$: depth spacing is right and planes are flat, but lateral distances are wrong by $\nu^{-1/2}$. For $\nu=1.05$ that is $-2.4\%$. Lateral spacing is thus the third measurement, needed when $p$ is uncertain.

\section{A crystal with known answers}

The laws can be followed on a synthetic aluminium crystal with lattice parameter $0.405$ nm. The parameters are $F=19$ V/nm, $k=3.3$, $\xi=1.65$, $p=0.5$, initial $R=40$ nm, $\alpha=5^\circ$, $L=90$ mm and detector radius $38$ mm. The starting voltage is $3.3\times19\times40=2508$ V. Each atom leaves at the larger root $s$ of
\begin{equation}
 r^2+[s+R(s)-z]^2=R(s)^2,
\end{equation}
which places it on the upper cap. Half the ions reaching the detector are discarded at random, leaving 280\,895 over an apex advance of 5 nm.

The detector edge is at $\eta=22.89^\circ$, and (\ref{launch}) gives $\theta_m=37.54^\circ$. With $\Omega=0.405^3/4=0.01661$ nm$^3$, the first depth step is
\begin{equation}
 \frac{0.01661}{0.5\,\pi\,(40\sin37.54^\circ)^2}=1.78\times10^{-5}\ \mathrm{nm}.
\end{equation}
Here $\gamma=0.0955$ and $T=0.115$, so omission of the taper term should shrink depths by 1.1\%. The reconstructed spacing does shrink by 1.1\%.

The depth spacing is found from atoms within 3 nm of the axis, as the inverse of the frequency $f$ that maximizes $|\sum_j w_j\exp(2\pi i f z_j')|$. The weight $w_j$ falls smoothly to zero at both ends of the depth window. Lateral spacing follows in the same way from $x'$, within 5 nm of the axis in $x'$ and $y'$. For the curvature, $z_j'$ is replaced by $z_j'-c\,r_j'^2/2$, and $c$ is varied at the fitted frequency for atoms within 6 nm.

\begin{center}
\begin{tabular}{lccc}
Trial & depth (nm) & lateral (nm) & $\kappa'$ (nm$^{-1}$)\\
correct & 0.2024 & 0.2025 & $0.0000$\\
$\xi$ $+10\%$ & 0.1728 & 0.2227 & $+0.0074$\\
$k$ $+10\%$ & 0.2443 & 0.1841 & $-0.0090$\\
$\xi$ $+10\%$, $k$ $+8.4\%$ & 0.2024 & 0.2054 & $+0.0028$
\end{tabular}
\end{center}

For the second row, the trial edge angle is $22.89^\circ+\arcsin(0.815\sin22.89^\circ)=41.37^\circ$. Equation (\ref{h}) then gives $h=0.850\times0.989+0.0136=0.854$, or $0.173$ nm. The small-angle value $1/1.1^2=0.826$ exaggerates the compression. When the analysed area is cut to a detector radius of 10 mm, with every ion kept, the measured factor is $0.828$, close to that limit.

In the last row the depth spacing carries no sign of the error. The lateral spacing does, by 1.4\%, because the wide field of view separates the two spacing conditions slightly. The curvature shows it too: 6 nm from the axis a plane is displaced by $0.0028\times6^2/2=0.05$ nm, a quarter of the spacing.

As a trial of the calibration, start from $\xi'=1.5345$ and $k'=3.498$, with $F$ correct. The measured spacing is $0.2570$ nm, so $h=1.269$. The curvature is $-0.01471$ nm$^{-1}$ and the mean trial radius $37.96$ nm, so
\begin{equation}
 B=\frac{1.269}{1+0.01471\times37.96}=0.814.
\end{equation}
Solving (\ref{solve}) gives $\xi=1.653$ and $k=3.306$, each within 0.2\% of the value used to make the data. This is one random selection of detected ions; counting noise makes other selections scatter by about 0.1\% in $\xi$ and 0.2\% in $k$, with errors up to about 0.5\%. The small-angle formulas (\ref{small}) give $1.67$ and $3.38$, too high by 1.4\% and 2.6\%. For this detector the finite-angle equation is worth its one numerical root.

\section{Why the parameters drift}

A solvable emitter shows how $k$ and $\xi$ are linked. Put the origin at the focus of a paraboloidal tip, with $z$ now pointing towards the detector. Let $u$ be the distance from the focus and $\zeta=u+z$. The surface $\zeta=R$ is a paraboloid with apex at $z=R/2$ and apex radius $R$. Since $|\nabla\zeta|^2=2\zeta/u$ and $\nabla^2\zeta=2/u$,
\begin{equation}
 \nabla^2\ln\zeta=\frac{\nabla^2\zeta}{\zeta}-\frac{|\nabla\zeta|^2}{\zeta^2}=0.
\end{equation}
With a grounded confocal electrode at $\zeta=2D$, whose apex is a distance $D$ from the focus, the potential is $V[1-\ln(\zeta/R)/\ln(2D/R)]$. On the axis $\zeta=2z$, so the apex field is $2V/[R\ln(2D/R)]$ and
\begin{equation}
 k=\tfrac12\ln(2D/R).
\end{equation}

Measure length in units of $R$, and choose the time unit so that the ion's acceleration is $\nabla\ln\zeta$. Near the axis $\ddot z=1/z$ and $\ddot x=x/(2z^2)$. For release at rest from $z=1/2$, energy conservation gives $\dot z^2=2t$ with $t=\ln(2z)$. Using $t$ as the variable, $\dot x=x_t\dot z/z$ and
\begin{equation}
 \ddot x=\frac{2t\,x_{tt}+(1-2t)x_t}{z^2}
 \;\Longrightarrow\;
 t\,x_{tt}+\left(\tfrac12-t\right)x_t-\tfrac14x=0.
\end{equation}
This is Kummer's equation. Its solution behaving as $\sqrt t$ has a transverse velocity at the start and is excluded, leaving $x=x_0M(\tfrac14,\tfrac12,t)$, where $M$ is the confluent hypergeometric function. The slope is $\dot x/\dot z=x_t/z=2e^{-t}x_t$. With $M'(a,b,t)=(a/b)M(a+1,b+1,t)$ and Kummer's relation $e^{-t}M(\tfrac54,\tfrac32,t)=M(\tfrac14,\tfrac32,-t)$, it becomes $x_0M(\tfrac14,\tfrac32,-t)$. The launch angle is $x_0$, and the electrode lies at $t=2k$. If the ion flies straight beyond it,
\begin{equation}
 \frac1\xi=M\!\left(\tfrac14,\tfrac32,-2k\right).
\end{equation}

For $k=3.3$ this gives $\xi=1.66$, with $D=14.7$ $\mu$m for a 40 nm tip. If the tip blunts to twice its radius at fixed $D$, $k$ falls to $2.95$ and $\xi$ to $1.61$. Keeping the old values then means $\lambda=1.027$ and $\rho=0.895$, so that $h\simeq1/(1.027\times0.895)^2\simeq1.18$ at small angles: an 18\% error in depth spacing. In this geometry, calibration must be repeated along a long data set.

Point projection is itself approximate. Numerical integration of the paraboloid trajectories, inverted with the near-axis $\xi$, gives launch angles too large by $0.02^\circ$ at $10^\circ$ and $0.54^\circ$ at $30^\circ$. Multiplied by a 40 nm radius these are $0.01$ and $0.38$ nm. The shape matters more: on the paraboloid the normal makes the angle $\theta$ at $r=R\tan\theta$, not $R\sin\theta$, so at $30^\circ$ a spherical reconstruction places the atom $20.3$ nm from the axis instead of $23.1$ nm. The field on the paraboloid falls as $\cos\theta$, so it is not a shape that evaporates uniformly; its numbers indicate sizes rather than describe an evaporated tip.

\section{The model beside real aluminium}

The example's parameters are rough typical values for aluminium in a local-electrode instrument at about 50 K, except that $0.405$ nm is the room-temperature lattice parameter. At 50 K it is about 0.4\% smaller and $\Omega$ about 1.2\% smaller, so a calibration against the room-temperature spacing and volume returns a crystal uniformly 0.4\% too large and a $kF$ 0.4\% too small. If a singly charged ion kept its thermal transverse speed unchanged in flight, its reconstructed position would be displaced by about $\xi R\sqrt{k_BT_s/(2eV)}=0.06$ nm, where $T_s$ is the specimen temperature. The diverging field also pushes the ion sideways, so the actual displacement is larger: about 0.14 nm for the paraboloid above. A Gaussian spread of that size multiplies the Fourier signal of lateral planes $0.2025$ nm apart by $\exp[-2\pi^2(0.14/0.2025)^2]\approx10^{-4}$, so their spacing, sharp in the synthetic crystal, could not be read directly. The known angle between two crystallographic poles, compared with the observed angle, can then supply $\xi$ instead. The field stress $\epsilon_0F^2/2=1.6$ GPa, treated as a uniform pull on a sphere of bulk modulus about 76 GPa, strains the lattice by 0.7\%; the unstrained $\Omega$ ignores this. For a barrier slope of about 1 eV per unit relative field, a tenfold change in evaporation rate shifts $F$ by 1\%, and hence the small-angle depth spacing by 2\% if $F'$ is kept fixed.

Real tips also have facets and terraces, with local fields that deflect ions and disturb the order of evaporation. These effects are not simulated here, and they can bend planes too. The calibration therefore requires a smooth cap to be a fair description over the whole analysed area. Curvature is read near the axis, but the depth scale rests on the atom count and the launch angle out to the edge. If only a central region qualifies, hits outside it should be discarded and $\theta_m$ taken at its edge; otherwise an effect of the emitter's shape would be read as an error in $\xi$ or $kF$.
